Thermal Rise of a Molecule in a Morse Surface Well, part 2

A precursor molecule, treated as a rigid body of mass m, moves along the normal of a surface at rest. Its height is z, and its potential energy is the Morse function

V(z) = D[1 − exp(−a(z − z₀))]²

with well depth D and inverse length a. Write x = z − z₀ and t = kT/D, where k is Boltzmann's constant and T the temperature. The task is to find the mean height ⟨x⟩ above the potential minimum for t ≪ 1, and to see what limits the answer.

The stiffness of the well is K = 2Da². The subscript 0 denotes an average with the harmonic weight exp(−Kx²/2kT), so ⟨x²⟩₀ = σ² = kT/K.

Part (a): the classical average uses the weight exp(−V/kT) up to a cutoff x = L, outside the well but not so far that the flat region matters. For very large L it tends to L/2.

Parts (c) and (d): for the adsorbed molecule ⟨V′⟩ = 0, apart from an exponentially small term. At leading order ⟨x⟩ = (3a/2)⟨x²⟩, which gives the main result

**⟨x⟩ = 3kT/(4aD).**

In the test well V/D = u² − cu³ + qu⁴, with u = ax, the slope ⟨u⟩/t is 3c/4. The final table calls c "cubic size" and q "quartic".

Part (f): let y = 1 − exp(−ax), so that V = Dy². The average of 1/(1 − y) over the Gaussian exp(−y²/t) is M = 1 + t/2 + … The second-order term in ⟨x⟩ is 19(kT)²/(16aD²).

The example has D = 0.6 eV, a = 15 nm⁻¹ and T = 450 K, rough values for trimethylaluminium held as an intact molecular adduct on a hydroxylated oxide. Then kT = 0.03878 eV, the leading rise is 3.23 pm, and the full classical Morse average up to 1 nm is 3.65 pm.

### (g) When does quantum motion matter?

Replace the classical vibration by a quantum one. Find the leading mean height, its limits at low and high temperature, and the rise measured from absolute zero.

**Solution.** The force balance survives. In a bound stationary state the mean momentum is constant in time, and its rate of change is −⟨V′⟩. Hence ⟨V′⟩ = 0 in each such state, and also in a thermal mixture of them. At leading order this again gives

⟨x⟩ = (3a/2)⟨x²⟩,

where ⟨x²⟩ may now be taken from the quantum harmonic oscillator.

The oscillator has angular frequency

ω = √(K/m) = a√(2D/m)

and levels ħω(n + 1/2). With θ = ħω/kT, the level weights are proportional to exp(−nθ). The mean of n is then 1/(exp(θ) − 1), and the mean energy is

E = ħω[1/2 + 1/(exp(θ) − 1)] = (ħω/2)(exp(θ) + 1)/(exp(θ) − 1) = (ħω/2) coth(θ/2).

Kinetic and potential energy have equal means. This follows because the mean of xp + px is constant in a stationary state, which requires ⟨p²⟩/m = K⟨x²⟩. Therefore K⟨x²⟩/2 = E/2, and ⟨x²⟩ = E/K. The mean height becomes

⟨x⟩ = (3a/2) × E/(2Da²) = 3E/(4aD) = [3ħω/(8aD)] coth(ħω/2kT).

It has the classical form with kT replaced by the mean energy E.

At low temperature coth tends to 1, and a constant displacement remains:

⟨x⟩ → 3ħω/(8aD).

Zero-point motion alone pushes the molecule outward. At high temperature, coth(s) = 1/s + s/3 + … with s = θ/2 gives

E = kT[1 + (ħω/kT)²/12 + …],

and the classical result returns with a small positive correction.

For a mass of 72 u, the example has ħω = 12.52 meV, and kT is 3.10 times as large. The correction is (1/3.10)²/12, or about 0.9%. Diagonalization of the full Morse Hamiltonian on a grid reaching to 1 nm gives a mean height of 3.68 pm at 450 K. The classical average with the same outer limit is 3.65 pm.

The zero-point displacement is

3 × 0.01252/(8 × 15 × 0.6) nm = 0.00052 nm = 0.52 pm,

and the diagonalization also gives 0.52 pm. A colder case distinguishes the formulas more sharply. At 60 K, with the well unchanged, the leading classical result is 0.43 pm and the quantum formula gives 0.62 pm. The diagonalization gives 0.63 pm.

The reference point now matters. Measured from the potential minimum, the quantum mean at 450 K is 3.68 pm. Measured from absolute zero, where the molecule already sits 0.52 pm outward, the rise is 3.16 pm. This is close to the leading classical value of 3.23 pm because two corrections of opposite sign nearly cancel for these parameters: higher anharmonicity adds about 0.42 pm, and the zero-point offset removes 0.52 pm.

These quantum estimates assume that the whole molecule of 72 u moves rigidly against a fixed surface. If the vibration is closer to a local stretch of the aluminium–oxygen bond, the effective mass is smaller. With 10 u, the reduced mass of these two atoms, and the same well, ħω is 33.6 meV, the correction at 450 K is about 6%, and the zero-point displacement is 1.4 pm. The rise from absolute zero is then about 2.4 pm, and the near cancellation is lost. The classical results for the mean height do not depend on the mass.

### (h) Does the molecule stay long enough for the average to apply?

Estimate the residence time from the outward flux. Then show what happens if the cutoff is placed too far away.

**Solution.** Let Z = ∫ exp(−V/kT) dx over the well. The probability per unit length of finding the molecule on the outer plateau is exp(−D/kT)/Z. The mean outward velocity, counting molecules that move inward as zero, is

√(m/2πkT) ∫ v exp(−mv²/2kT) dv = √(kT/2πm),

with the integral running from v = 0 to infinity. It equals kT/m before the prefactor is applied. The escape rate is the product

r = √(kT/2πm) exp(−D/kT)/Z.

This assumes that thermal equilibrium is maintained in the well and that a molecule crossing outward does not return.

In the harmonic approximation Z = √(2πkT/K), and the temperature cancels from the prefactor:

r = (1/2π)√(K/m) exp(−D/kT) = (ω/2π) exp(−D/kT).

The vibration period 2π/ω is 0.330 ps, and exp(−D/kT) = 1.907 × 10⁻⁷. The harmonic residence time is

0.330 ps/(1.907 × 10⁻⁷) = 1.73 μs.

The full well integral gives 1.795 μs. The increase comes from the anharmonic well being wider. Since dx = dy/[a(1 − y)], Z exceeds its harmonic value by the factor M of part (f), which is 1 + t/2 at this order, or about 3%.

The molecule thus vibrates several million times before it leaves. For the thermal average to apply, energy exchange with the surface must also be fast compared with the residence time, which is microseconds for this fixed Morse well. The model contains no such exchange, so this is a separate condition.

The cutoff behaves as part (a) predicts. The full Morse average is 3.650 pm for L = 0.5 nm, 3.653 pm for 1 nm and 3.662 pm for 2 nm. This is the plateau that defines the adsorbed state. For L = 100 nm the average is 34 pm. The well has not changed; the rare molecules far above it now count with very large heights.

The plateau shrinks as T rises, because exp(−D/kT) grows. When kT is no longer small compared with D, there is no clear separation between adsorbed and free molecules, and the question of a mean adsorption height loses its meaning.

### (i) What do tilting and sideways motion add?

Suppose that a transverse coordinate q has the energy κ(x)q²/2, with a stiffness κ = κ₀ exp(−bx) that weakens with height. Find its leading effect on ⟨x⟩, and estimate it for the example.

**Solution.** Take the motion in q as classical and its inertia as independent of x. At a given height the integral over q is

∫ exp(−κq²/2kT) dq = √(2πkT/κ) = √(2πkT/κ₀) exp(bx/2).

The constant factor cancels in averages. The factor exp(bx/2) multiplies the weight for x, which is the same as replacing V by

V − kTbx/2.

The added term pulls the molecule outward with a force kTb/2. It is an entropic force: at greater height the transverse motion has more room. Expanding the factor as 1 + bx/2 under the harmonic Gaussian gives the additional shift

Δ⟨x⟩ = (b/2)⟨x²⟩₀ = bkT/(2K) = bkT/(4Da²).

It has the same linear dependence on temperature as the main result. Within classical statistics both vanish as t → 0, but their ratio stays fixed, so the extra shift does not become negligible beside the main result at low t. The value of κ₀ drops out at this order. What matters is how fast the stiffness changes with height. If the stiffness increased with height, b would be negative and the shift would be inward.

For b = a the shift is kT/(4aD), one third of the main result. In reduced form this is a coefficient of 1/4. A two-dimensional integration with b = a, extrapolated from t = 0.004 and 0.002, gave 0.2500.

At leading order, each such mode in the example contributes

0.03878/(4 × 15 × 0.6) nm = 0.00108 nm = 1.08 pm.

A molecule held at one site has two sideways motions and two tilts. If all four had b = a, they would add 4.3 pm, which is more than the 3.23 pm from the motion along the normal. The choice b = a is an assumption, made because the forces that hold the molecule in place may fade over a similar distance. It may be too large for sideways motion. If the molecule is held by one bond of length R, a sideways step q at fixed height lengthens the bond by about q²/2R and adds V′/R to κ. This part grows with height near the minimum and lowers b. The estimate shows that these modes cannot be dismissed; it does not establish their actual contribution.

Two limits apply. First, the exponential form of κ can serve only near the well. Far outside, V is flat while the factor exp(bx/2) for each mode keeps growing, so the average eventually grows without limit as the cutoff is moved outward, and the plateau is much shorter than in part (h). The integral should end near the height where the total weight is smallest. For four modes with b = a this is about 0.18 nm, and cutoffs from 0.12 to 0.25 nm give means between 10.0 and 10.3 pm. Second, the leading order is less accurate here than for the normal motion alone. Numerical integration up to 0.18 nm gives a total mean height of 10.1 pm, against 7.5 pm from the leading terms.

### (j) How does the model compare with a real precursor layer?

Set the example beside trimethylaluminium in atomic layer deposition, and identify the assumption that matters most.

**Solution.** A temperature of 450 K is within the usual range for depositing aluminium oxide from this precursor. The depth and range parameter are rough values for a molecular adduct bound through aluminium to a surface oxygen atom, and both vary with the site. At fixed a and T, the leading rise is inversely proportional to D: a well twice as deep would halve it. The bond between aluminium and oxygen is roughly 0.2 nm long, so a rise of 3 pm is between 1% and 2% of it. On a hydroxylated surface the adduct can also react and lose methane. The residence time of part (h) refers to desorption alone, and reaction may end the adsorbed state sooner. The estimate in part (h) also leaves out modes that soften with height. These favour escape: with four modes and b = a, the residence time from the same flux estimate, taken where the weight is smallest, falls from 1.8 μs to about 1 ns. This figure uses the exponential form of κ out to 0.18 nm, where the stiffness has fallen to 7% of κ₀, and it is sensitive to b: with b = a/2 for the four modes the same estimate gives about 20 ns and a full classical mean height of about 6.6 pm. Energy exchange with the surface would have to be fast on this shorter scale. Of the effects estimated here, the most serious omission is the coupling to tilting and sideways motion, provided that b is comparable with a. Under the assumption b = a for four modes, it would raise the leading total from 3.2 to 7.5 pm, and the full classical average from 3.7 to about 10 pm. The formula 3kT/(4aD) should therefore be read as the contribution of motion along the normal in a fixed Morse well. A prediction of the adsorption height of a real molecule would also need the dependence of its other modes on height, and the thermal motion of the surface itself.

The numerical output below lists the main values for the motion along the normal and the leading estimates for the soft modes. It does not include the full averages or the residence time for four soft modes, which come from separate integrations.

Table of computed values

```
REDUCED TESTS (dimensionless)
first thermal coefficient, quadrature: 0.74999
second thermal coefficient, quadrature: 1.1868
cubic size 1.00, quartic 0.583: slope 0.7500
cubic size 1.00, quartic 2.000: slope 0.7499
cubic size 0.50, quartic 0.583: slope 0.3750
extra coefficient per soft mode, b=a: 0.2500
EXAMPLE INPUTS (rough)
well depth D: 0.60 eV
range parameter a: 15.0 1/nm
molecular mass: 72.0 u
temperature: 450 K
CLASSICAL RESULTS
kT: 0.03878 eV
kT/D: 0.06463 (dimensionless)
stiffness 2*D*a^2: 270.0 eV/nm^2
harmonic rms displacement: 11.98 pm
leading mean rise: 3.231 pm
leading mean rise: 0.003231 nm
leading rise per 100 K: 0.718 pm
second-order term: 0.331 pm
two-term mean rise: 3.562 pm
full Morse mean, cutoff 0.5 nm: 3.650 pm
full Morse mean, cutoff 1.0 nm: 3.653 pm
full Morse mean, cutoff 2.0 nm: 3.662 pm
full Morse mean, cutoff 100.0 nm: 34.259 pm
full (1 nm) over leading: 1.1303
QUANTUM MOTION
vibrational quantum: 12.52 meV
kT over quantum: 3.097 (dimensionless)
zero-point mean, diagonalization: 0.524 pm
zero-point mean, formula: 0.522 pm
mean at 60 K, diagonalization: 0.630 pm
mean at 60 K, quantum formula: 0.623 pm
mean at 60 K, classical leading: 0.431 pm
quantum mean at 450 K: 3.682 pm
quantum rise from 0 K: 3.158 pm
DESORPTION AND SOFT MODES
vibration period: 0.330 ps
Boltzmann factor exp(-D/kT): 1.907e-07
residence time, full well: 1.795 us
residence time, harmonic: 1.732 us
estimated rise per soft mode, b=a: 1.077 pm
estimated rise for four soft modes: 4.309 pm
```
